# Effective thermal conductivity of a thin film with two resistive interfaces: a numerical check

```python
# Result under test: a film of thickness d and conductivity k, joined to two
# contacts through boundary resistances R each, carries steady through-flowing
# heat like a perfectly joined film with k_eff = d / (d/k + 2 R).
# Also tested: the central temperature rise of the same film when it is heated
# uniformly (power density q), and its slowest thermal relaxation time
# (volumetric heat capacity C). SI units throughout.
# Independent road: linear finite elements for the heat equation, with heat
# exchange (T_contact - T_face)/R at each face.
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import brentq

ELEMENTS = 200  # even, so that the film centre is a node


def conduction_matrix(d, k, r_left, r_right):
    h = d / ELEMENTS
    matrix = np.zeros((ELEMENTS + 1, ELEMENTS + 1))
    for i in range(ELEMENTS):
        matrix[i:i + 2, i:i + 2] += k / h * np.array([[1, -1], [-1, 1]])
    matrix[0, 0] += 1 / r_left
    matrix[-1, -1] += 1 / r_right
    return matrix


def steady_profile(d, k, r_left, r_right, t_left, t_right, q=0.0):
    load = np.full(ELEMENTS + 1, q * d / ELEMENTS)
    load[[0, -1]] *= 0.5
    load[0] += t_left / r_left
    load[-1] += t_right / r_right
    return np.linalg.solve(conduction_matrix(d, k, r_left, r_right), load)


def numerical_k_eff(d, k, r_left, r_right, delta_t):
    temp = steady_profile(d, k, r_left, r_right, delta_t, 0.0)
    flux = (delta_t - temp[0]) / r_left
    return flux * d / delta_t


def numerical_decay_time(d, k, r, c):
    h = d / ELEMENTS
    mass = np.zeros((ELEMENTS + 1, ELEMENTS + 1))
    for i in range(ELEMENTS):
        mass[i:i + 2, i:i + 2] += c * h / 6 * np.array([[2, 1], [1, 2]])
    rates = eigh(conduction_matrix(d, k, r, r), mass, eigvals_only=True)
    return 1 / rates[0]


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# Model parameters
d, k, R = 20e-9, 0.4, 1e-8
delta_t, q, C = 70.0, 2e18, 1.5e6

# Through-flowing heat
film_resistance = d / k
total_resistance = film_resistance + 2 * R
k_eff = d / total_resistance
temp = steady_profile(d, k, R, R, delta_t, 0.0)
flux = (delta_t - temp[0]) / R
inner_flux = -k * np.diff(temp) / (d / ELEMENTS)
assert np.allclose(inner_flux, flux, rtol=1e-7)
assert close(temp[-1] / R, flux, 1e-7)
assert close(flux * d / delta_t, k_eff, 1e-7)
assert close(delta_t - temp[0], delta_t * R / total_resistance, 1e-7)
assert abs(k_eff - 0.29) < 0.005

# Only the sum of the two boundary resistances matters
k_unequal = numerical_k_eff(d, k, 0.5 * R, 1.5 * R, delta_t)
assert close(k_unequal, k_eff, 1e-7)

# A single resistive interface (the other made negligible)
k_one = d / (d / k + R)
assert close(numerical_k_eff(d, k, R, 1e-6 * R, delta_t), k_one, 1e-5)

# Thickness dependence and the Kapitza length
kapitza = k * R
thicknesses = [5e-9, 2 * kapitza, 10e-9, 20e-9, 40e-9, 100e-9, 1000e-9]
table = [numerical_k_eff(s, k, R, R, delta_t) for s in thicknesses]
for s, value in zip(thicknesses, table):
    assert close(value, k / (1 + 2 * kapitza / s), 1e-7)
assert close(table[1], k / 2, 1e-7)

# Uniform heating inside the film, both contacts at the same temperature
heated = steady_profile(d, k, R, R, 0.0, 0.0, q)
rise_inside = q * d**2 / (8 * k)
rise_jump = q * d * R / 2
k_peak = 1 / (1 / k + 4 * R / d)
peak = heated.max()
assert np.argmax(heated) == ELEMENTS // 2
assert close(heated[0], rise_jump, 1e-7)
assert close(peak, rise_inside + rise_jump, 1e-7)
assert close(q * d**2 / (8 * peak), k_peak, 1e-7)
naive_peak = q * d**2 / (8 * k_eff)
assert naive_peak < peak

# Slowest thermal relaxation
biot = d / (2 * k * R)
b = brentq(lambda z: z * np.sin(z) - biot * np.cos(z), 0.0, np.pi / 2)
tau = C * d**2 / (4 * k * b**2)
tau_perfect = C * d**2 / (k * np.pi**2)
# Tolerance covers the second-order mesh error of linear elements
assert close(numerical_decay_time(d, k, R, C), tau, 1e-4)
assert close(numerical_decay_time(d, k, 1e-6 * R, C), tau_perfect, 1e-4)
assert tau_perfect < tau

print(f"Film thickness d = {d*1e9:.1f} nm")
print(f"Intrinsic conductivity k = {k:.3f} W/(m K)")
print(f"Resistance of each interface R = {R:.2e} m^2 K/W")
print(f"Film resistance d/k = {film_resistance:.2e} m^2 K/W")
print(f"Both interfaces 2R = {2*R:.2e} m^2 K/W")
print(f"Total resistance = {total_resistance:.2e} m^2 K/W")
print(f"k_eff from formula = {k_eff:.4f} W/(m K)")
print(f"k_eff from finite elements = {flux*d/delta_t:.4f} W/(m K)")
print(f"k_eff / k = {k_eff/k:.4f}")
print(f"Interface share of total resistance = {2*R/total_resistance:.4f}")
print(f"k_eff, interfaces 0.5R and 1.5R (FE) = {k_unequal:.4f} W/(m K)")
print(f"k_eff if only one interface counted = {k_one:.4f} W/(m K)")
print(f"Contact temperature difference = {delta_t:.1f} K")
print(f"Heat flux (FE) = {flux:.4e} W/m^2")
print(f"Jump at hot interface (FE) = {delta_t-temp[0]:.2f} K")
print(f"Drop inside film (FE) = {temp[0]-temp[-1]:.2f} K")
print(f"Jump at cold interface (FE) = {temp[-1]:.2f} K")
print(f"Kapitza length kR = {kapitza*1e9:.2f} nm")
for s, value in zip(thicknesses, table):
    print(f"k_eff (FE) at d = {s*1e9:.0f} nm: {value:.4f} W/(m K)")
print(f"Power density q = {q:.2e} W/m^3")
print(f"Self-heated: rise at film faces (FE) = {heated[0]:.1f} K")
print(f"Self-heated: centre above faces (FE) = {peak-heated[0]:.1f} K")
print(f"Self-heated: peak rise (FE) = {peak:.1f} K")
print(f"Peak rise if k_eff is misused = {naive_peak:.1f} K")
print(f"k_peak for self-heating = {k_peak:.4f} W/(m K)")
print(f"Heat capacity C = {C:.2e} J/(m^3 K)")
print(f"d/(2kR) = {biot:.3f} (dimensionless)")
print(f"Root b = {b:.4f} rad")
print(f"Slowest decay time tau = {tau*1e9:.3f} ns")
print(f"tau with perfect contacts = {tau_perfect*1e9:.3f} ns")
print("PASS")
```

It prints:

```
Film thickness d = 20.0 nm
Intrinsic conductivity k = 0.400 W/(m K)
Resistance of each interface R = 1.00e-08 m^2 K/W
Film resistance d/k = 5.00e-08 m^2 K/W
Both interfaces 2R = 2.00e-08 m^2 K/W
Total resistance = 7.00e-08 m^2 K/W
k_eff from formula = 0.2857 W/(m K)
k_eff from finite elements = 0.2857 W/(m K)
k_eff / k = 0.7143
Interface share of total resistance = 0.2857
k_eff, interfaces 0.5R and 1.5R (FE) = 0.2857 W/(m K)
k_eff if only one interface counted = 0.3333 W/(m K)
Contact temperature difference = 70.0 K
Heat flux (FE) = 1.0000e+09 W/m^2
Jump at hot interface (FE) = 10.00 K
Drop inside film (FE) = 50.00 K
Jump at cold interface (FE) = 10.00 K
Kapitza length kR = 4.00 nm
k_eff (FE) at d = 5 nm: 0.1538 W/(m K)
k_eff (FE) at d = 8 nm: 0.2000 W/(m K)
k_eff (FE) at d = 10 nm: 0.2222 W/(m K)
k_eff (FE) at d = 20 nm: 0.2857 W/(m K)
k_eff (FE) at d = 40 nm: 0.3333 W/(m K)
k_eff (FE) at d = 100 nm: 0.3704 W/(m K)
k_eff (FE) at d = 1000 nm: 0.3968 W/(m K)
Power density q = 2.00e+18 W/m^3
Self-heated: rise at film faces (FE) = 200.0 K
Self-heated: centre above faces (FE) = 250.0 K
Self-heated: peak rise (FE) = 450.0 K
Peak rise if k_eff is misused = 350.0 K
k_peak for self-heating = 0.2222 W/(m K)
Heat capacity C = 1.50e+06 J/(m^3 K)
d/(2kR) = 2.500 (dimensionless)
Root b = 1.1422 rad
Slowest decay time tau = 0.287 ns
tau with perfect contacts = 0.152 ns
PASS
```
